# Why a skyrmion without chiral exchange shrinks

A model magnetic film 1 nm thick holds a skyrmion of radius 7.32 nm. Its anisotropy energy is 1.3765 eV and its chiral exchange energy is −2.7530 eV, a ratio of −2.0000. If the chiral constant is changed from 2.0 to 3.5 mJ/m², with all else fixed, the radius grows from 2.25 to 14.5 nm, yet the ratio stays at −2.0000. Why should the size vary so much and the ratio not at all?

The answer lies in how each energy responds when the whole texture is enlarged. The same response shows why, in a model whose stray field is purely local, no static skyrmion survives when the chiral term is removed.

## The model

Let \(\mathbf m(x,y)\) be the unit vector along the magnetization, uniform through the film thickness \(t\). Far away \(m_z=+1\); at the skyrmion centre \(m_z=-1\). The energy above that of the uniform film is

\[
E=t\int d^2r\,\Big[A|\nabla\mathbf m|^2+D\,(m_z\nabla\!\cdot\!\mathbf m-\mathbf m\!\cdot\!\nabla m_z)+K(1-m_z^2)\Big],
\]

and the three terms are called \(E_A\), \(E_D\) and \(E_K\). The constants \(A\) and \(K\) are positive. The chiral term is the form produced by an interface. In Gaussian units the local part of the stray field is absorbed in \(K=K_u-2\pi M_s^2\), where \(K_u\) is the crystalline or interfacial anisotropy. There is no applied field, the film is unbounded, and the lattice is replaced by a continuum.

The example takes \(A=15\) pJ/m, \(D=3\) mJ/m², \(K_u=0.8\) MJ/m³ and \(M_s=580\) emu/cm³. Then \(2\pi M_s^2=0.211\) MJ/m³, so \(K=0.589\) MJ/m³. The natural length is \(\delta=\sqrt{A/K}=5.05\) nm.

## Enlarging the texture

Replace \(\mathbf m(\mathbf r)\) by \(\mathbf m(\mathbf r/\lambda)\). Values \(\lambda>1\) enlarge the texture and \(\lambda<1\) shrink it. With \(\mathbf r=\lambda\mathbf r'\), the area element gives \(d^2r=\lambda^2d^2r'\) and each derivative gives a factor \(1/\lambda\). Exchange has two derivatives, the chiral term one, and anisotropy none. Hence

\[
E(\lambda)=E_A+\lambda E_D+\lambda^2E_K .
\]

This is Derrick's scaling argument. It assumes that the three integrals are finite, but not that the texture is round.

A static state is stationary under every small change of \(\mathbf m\), and a dilation is one such change. Set \(D=0\). Then

\[
\frac{dE}{d\lambda}\bigg|_{\lambda=1}=2E_K .
\]

Equilibrium would need \(E_K=0\), and therefore \(m_z=\pm1\) everywhere. A continuous texture of that kind is uniform. So exchange and easy-axis anisotropy alone support no localized static skyrmion. A smaller copy has less tilted area and the same exchange energy: its gradients are steeper, but they fill a smaller area, and in two dimensions the two effects cancel.

The dimension matters. For a straight wall, which varies along one direction, the energies per unit wall area scale as

\[
e(\lambda)=\frac{e_A}{\lambda}+e_D+\lambda e_K .
\]

Here exchange does resist compression, and stationarity gives \(e_A=e_K\). A wall therefore has a preferred width without chiral exchange, while a skyrmion has no preferred size.

## Where the energy goes at zero size

Exchange does not vanish as the skyrmion shrinks. From \(|\partial_x\mathbf m\pm\mathbf m\times\partial_y\mathbf m|^2\ge0\), and because \(\mathbf m\) is perpendicular to its own derivatives,

\[
|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2\ \ge\ 2\,|\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)| .
\]

The integral of \(\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\) is \(4\pi Q\), where the integer \(Q\) counts how often \(\mathbf m\) covers the sphere. With \(|Q|=1\),

\[
E_A\ge 8\pi At .
\]

For the example the bound is 2.353 eV. Without chiral exchange the total energy can approach this value but not reach it, because \(E_K>0\). Take a round texture whose polar angle \(\theta(r)\) obeys \(\tan(\theta/2)=(a/\delta)\,\mathcal K_1(r/\delta)\). Here \(\mathcal K_1\) is the modified Bessel function that behaves as \(\delta/r\) near the centre and decays exponentially far out. For core sizes \(a=0.2\), 0.05 and \(0.01\,\delta\), the energy at \(D=0\) is 1.053, 1.007 and 1.0004 times \(8\pi At\). The energy runs downhill towards a point, where the continuum description ends.

## Shrinking needs damping

An energy slope does not by itself make a magnet move downhill, because a magnetic moment precesses. The motion follows the Landau–Lifshitz–Gilbert equation,

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf H=-\frac{1}{M_st}\frac{\delta E}{\delta\mathbf m},
\]

with \(\gamma=e/(mc)\) for an electron spin with \(g=2\), and damping constant \(\alpha\). For \(D=0\) the energy is unchanged when all moments turn together about \(z\). Without damping this symmetry conserves the amount of reversed spin,

\[
N=\int(1-m_z)\,d^2r .
\]

An undamped texture therefore cannot simply disappear. To see what it does, seek a texture that makes \(E\) stationary at fixed \(N\), that is, one that makes \(E-\mu tN\) stationary with a multiplier \(\mu\). Under dilation \(N\) becomes \(\lambda^2N\), so

\[
\frac{d}{d\lambda}\big(E_A+\lambda^2E_K-\lambda^2\mu tN\big)\Big|_{\lambda=1}=0
\quad\Rightarrow\quad \mu=\frac{E_K}{tN}>0 .
\]

The multiplier is also the slope of energy along this family of textures, \(dE/dN=\mu t\). Less energy thus means fewer reversed spins.

Since \(\delta N/\delta\mathbf m=-\hat{\mathbf z}\), stationarity means that \(\mathbf H=(\mu/M_s)\hat{\mathbf z}\) plus a part along \(\mathbf m\), which exerts no torque. The undamped equation becomes \(\dot{\mathbf m}=\omega\,\hat{\mathbf z}\times\mathbf m\) with

\[
\omega=\frac{\gamma\mu}{M_s}.
\]

The texture keeps its size and precesses.

Now add damping. Taking \(\mathbf m\times\) of the equation of motion and eliminating \(\mathbf m\times\dot{\mathbf m}\) gives

\[
(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf H).
\]

For the field just found, the first term has no \(z\) component. In the second, \([\mathbf m\times(\mathbf m\times\hat{\mathbf z})]_z=m_z^2-1\). Therefore \((1+\alpha^2)\dot m_z=\alpha\omega(1-m_z^2)\), and integration over the film gives

\[
\frac{dN}{dt}=-\frac{\alpha\,\omega}{1+\alpha^2}\,\frac{E_K}{Kt}<0 ,
\]

where the \(t\) beside \(K\) is the thickness. This is the rate at the moment when damping starts to act on the precessing texture.

For a texture of radius 15.2 nm, \(N=1601\) nm² and \(\mu/K=0.611\). The formula gives a precession frequency of 17.36 GHz; direct integration of the equation of motion without damping gives 17.35 GHz and a constant \(N\). With \(\alpha=0.3\), the factor \(E_K/(Kt)\) is \(0.611\times1601=978\) nm², and \(\omega=2\pi\times17.355\) GHz \(=0.10904\) ps⁻¹. The predicted loss is

\[
\frac{0.3}{1.09}\times0.10904\times978\approx29.4\ \text{nm}^2/\text{ps},
\]

against 29.3 nm²/ps from the integration over a short first interval. The radius halves within 42 ps. Started from the same texture with the same damping, but with \(D=3\) mJ/m², the motion reaches a radius of 7.43 nm at the end of a 112 ps run. That is 1.5% above the static solution, and the last digit depends on the radial grid: refining the grid moves the value at 112 ps to about 7.37 nm. The radius is then still oscillating, about 0.05 nm above its late value, which tends to the static 7.32 nm.

## What chiral exchange changes

With \(D\ne0\), stationarity under dilation reads

\[
E_D+2E_K=0,\qquad\text{so}\qquad E_D=-2E_K .
\]

This explains the constant ratio. The chiral energy falls in proportion to the size, while the anisotropy energy rises as its square. Their slopes cancel when the chiral energy has twice the magnitude of the anisotropy energy. Changing \(D\) changes the size and shape at which this happens, but not the powers of \(\lambda\). The second derivative is \(2E_K>0\), so the equilibrium is a minimum with respect to dilation.

The chiral energy must therefore be negative. For a round texture with \(\mathbf m=\sin\theta\,\hat{\mathbf r}+\cos\theta\,\hat{\mathbf z}\),

\[
\nabla\!\cdot\!\mathbf m=\theta'\cos\theta+\frac{\sin\theta}{r},\qquad
\mathbf m\!\cdot\!\nabla m_z=-\theta'\sin^2\theta .
\]

Putting these into the chiral term and using \(\cos^2\theta+\sin^2\theta=1\),

\[
E_D=2\pi Dt\int_0^\infty(r\theta'+\sin\theta\cos\theta)\,dr .
\]

The derivative of \(r\sin\theta\cos\theta\) is \(\sin\theta\cos\theta+r\theta'(1-2\sin^2\theta)\). The integrand is thus this derivative plus \(2r\theta'\sin^2\theta\). The total derivative integrates to zero, because \(r=0\) at one end and \(\theta\) decays exponentially at the other. What remains is

\[
E_D=4\pi Dt\int_0^\infty r\,\theta'\sin^2\theta\,dr .
\]

As \(\theta\) falls from \(\pi\) to 0, \(\theta'<0\), so \(E_D<0\) for \(D>0\). If the in-plane part points inward instead, \(E_D\) changes sign and both slopes favour shrinking. Chiral exchange supports one sense of rotation and opposes the other.

## Size and energy in the example

At the computed equilibrium \(E_A=2.964\) eV, so the total is

\[
E=2.964-2.753+1.377=1.588\ \text{eV}.
\]

Inserting \(E_D=-2E_K\) gives the shorter form \(E=E_A-E_K\), with the same value.

For a shape that is not yet in equilibrium, minimizing \(E(\lambda)\) gives the best dilation and its energy:

\[
\lambda^*=-\frac{E_D}{2E_K},\qquad E^*=E_A-\frac{E_D^2}{4E_K}.
\]

A trial ring of radius 10.1 nm has \(E_A=3.150\), \(E_D=-3.771\) and \(E_K=2.289\) eV, in total 1.668 eV. Its best scale is \(3.771/(2\times2.289)=0.824\), which gives a radius of 8.3 nm and an energy of 1.597 eV. The energy is within 0.6% of the equilibrium value, while the radius is still 14% too large. The energy depends weakly on size near its minimum, so the radius is sensitive to small terms.

The relation \(E_D=-2E_K\) is necessary for equilibrium, but not sufficient. The trial ring satisfies it after dilation without being a solution, because other changes of shape still lower its energy. Nor does a minimum under dilation prove stability against every deformation. For the computed skyrmion, the lowest stiffness against round changes of \(\theta(r)\) is positive, \(0.072K\): a small change \(\xi(r)\) of \(\theta\) costs at least \(0.072\,Kt\int\xi^2\,d^2r\). Non-circular deformations were not examined.

## Why it does not slip to zero size

The dilation curve starts at \(E_A\) for \(\lambda=0\) and first descends as \(\lambda\) grows, with slope \(E_D\). Small skyrmions gain by growing. To estimate the gain for a small core, use \(\tan(\theta/2)=a/r\) with \(a\ll\delta\). Then \(\theta'=-\sin\theta/r\) and \(\sin\theta=2ar/(r^2+a^2)\), so

\[
E_D=-4\pi Dt\int_0^\infty\frac{8a^3r^3}{(r^2+a^2)^3}\,dr=-8\pi Dta ,
\]

since the integral equals \(2a\). The last form of \(E_D\) is used here because the true tail decays exponentially, so the boundary term vanishes; the tail \(a/r\), taken literally to infinity, would leave one. The integral itself comes from \(r\) of order \(a\), where the profile is accurate. The anisotropy integral of this profile diverges logarithmically, but the true tail cuts it off near \(r\sim\delta\). Its cost is of order \(Kta^2\ln(\delta/a)\), which is smaller than the linear gain when \(a\) is small enough. For \(a=0.1\,\delta\), the linear term alone would give \(E/(8\pi At)=1-Da/A=0.899\). The full value with the Bessel tail is 0.924, still below 1.

A round skyrmion that shrinks away must climb back. The Cauchy–Schwarz inequality, applied to the last form of \(E_D\) with \(\sin^4\theta\le\sin^2\theta\), gives

\[
|E_D|\le\frac{2|D|}{\sqrt{AK}}\sqrt{E_AE_K}.
\]

If \(E_K\) goes to zero while \(E_A\) stays finite, \(E_D\) vanishes too, and the energy left is at least \(8\pi At\). From the example's equilibrium this is a climb of at least \(2.353-1.588=0.765\) eV within the continuum model. On a real lattice the bound no longer holds, so this is not a computed collapse barrier.

## The upper limit on chiral exchange

Too large a \(D\) also destroys the isolated skyrmion. A straight wall with \(\theta'=-\sin\theta/\delta\) has exchange and anisotropy energies of \(2\sqrt{AK}\) each per unit area. Its chiral energy is \(D\int\theta'dr=-\pi D\). Its total is

\[
\sigma=4\sqrt{AK}-\pi D .
\]

When \(\sigma<0\), a large reversed domain lowers its energy by lengthening its wall. An isolated skyrmion in a stable uniform film therefore requires \(|D|<4\sqrt{AK}/\pi\), which is 3.78 mJ/m² here. At \(D=3\) mJ/m², \(\sigma=2.46\) mJ/m².

The wall energy also shows why the radius rises steeply with \(D\). For a ring of large radius \(R\) and fixed wall profile, the circumferential exchange adds \(A\int\sin^2\theta\,dr/r\approx2A\delta/R\):

\[
E(R)\approx2\pi t\left(\sigma R+\frac{2A\delta}{R}\right),\qquad
R\approx\sqrt{\frac{2A\delta}{\sigma}} .
\]

With the numbers above, \(R\approx\sqrt{2\times15\times5.05/2.46}=7.8\) nm, against the computed 7.3 nm. As \(\sigma\) falls towards zero, the radius grows. The estimate gives the trend only: it yields 13.0 nm against the computed 14.5 nm at \(D=3.5\) mJ/m², and 5.2 nm against 2.25 nm at 2.0 mJ/m².

This estimate has a trap. At \(D=0\) it gives \(R=\delta/\sqrt2\), although no static skyrmion exists there. The formula assumed \(R\gg\delta\) and held the wall width fixed; a shrinking skyrmion can narrow its wall as well, and the dilation argument includes that freedom.

## Beside real films

The parameters are rough values in the regime of Pt/Co films with perpendicular magnetization. The value \(D=3\) mJ/m² is high for a cobalt layer 1 nm thick, since an interfacial effect is diluted as the layer thickens; one to two mJ/m² is a more typical rough range. At 2.0 mJ/m², with the other constants held fixed, the model's radius is only 2.2 nm.

Several neglected effects can be sized for the example:

- The nonlocal part of the stray field contributes −4.2 meV. Under dilation it scales almost linearly with size, as the chiral term does. Yet replacing it by a small increase of \(D\), which gives the 7.36 nm in the output below, underestimates its effect on the radius. The small total is a near-cancellation between surface (−48 meV) and volume (+44 meV) magnetic charges. When the ring grows at roughly fixed wall width, this energy falls some 8 to 14 times faster than under dilation, depending on how the profile is moved. Solving for the round equilibrium with the nonlocal field included gives about 7.7 nm instead of 7.32 nm. At \(D=3.5\) mJ/m² the radius moves from 14.5 to about 17.3 nm, so the neglect is poor near the upper limit on \(D\). This applies to a single 1 nm layer; thicker stacks need their own calculation.
- A square lattice of spacing 0.25 nm lowers the exchange energy by 0.8 meV, or 0.03% of \(E_A\). The correction grows as the core shrinks, and the continuum fails when the core is a few spacings wide.
- At 300 K the thermal energy is 25.9 meV. The continuum climb of 0.765 eV is 30 times larger, but this ratio alone does not give a lifetime, which needs the lattice barrier and an attempt rate.

Another assumption that matters for size is uniformity. Real films have grains and thickness steps, so \(D\) and \(K\) vary from place to place and can pin a skyrmion. Raising \(D\) from 3.0 to 3.5 mJ/m², by 17%, doubles the model's radius from 7.3 to 14.5 nm. A radius calculated from film-averaged constants is thus a weak prediction near the upper limit on \(D\).

An applied field along \(z\) alters the balance itself. Its energy \(E_Z\) has no derivatives and scales as \(\lambda^2\), so the condition becomes \(E_D=-2(E_K+E_Z)\). With \(D=0\), a field that favours the core can satisfy \(E_K+E_Z=0\), but then \(E(\lambda)=E_A\) at every size and dilation meets no restoring force. A negative linear chiral term can instead balance a positive quadratic one, whose curvature then restores the size. These statements treat the stray field as local. In thick films its nonlocal part, together with a field that opposes the core, holds magnetic bubbles with no chiral exchange: a sharp-wall estimate with the same constants, \(t=100\) nm and 0.15 T has an energy minimum near a radius of 145 nm. The numerical output below lists the values for the example.

## Numbers as computed

```
INPUT (rough, Pt/Co regime)
A = 15.0 pJ/m, D = 3.00 mJ/m2
K_u = 0.800 MJ/m3, M_s = 580 emu/cm3
t = 1.00 nm, alpha = 0.30
DERIVED SCALES
2 pi M_s^2 = 0.2114 MJ/m3, K = 0.5886 MJ/m3
delta = sqrt(A/K) = 5.048 nm
D/sqrt(AK) = 1.0096, limit 4/pi = 1.2732
limit on D = 3.783 mJ/m2
wall energy = 2.461 mJ/m2
energy unit A t = 0.09362 eV
EQUILIBRIUM SKYRMION
radius (m_z=0) = 7.320 nm, charge Q = -0.999
E_A = 2.9641 eV
E_D = -2.7530 eV
E_K = 1.3765 eV
E_D/E_K = -2.00000
total E = 1.5876 eV, E_A-E_K = 1.5876 eV
8 pi A t = 2.3530 eV, gap to it = 0.7654 eV
lowest radial stiffness / K = 0.0721
TABLE: D (mJ/m2), radius (nm), E_D/E_K, total E (eV)
  2.0  2.249  -2.0000  2.1480
  2.5  4.104  -2.0000  1.9414
  3.0  7.320  -2.0000  1.5876
  3.5  14.538  -2.0000  0.9516
TRIAL RING, radius 2 delta, wall width delta
radius = 10.096 nm, E_A = 3.1497 eV
E_D = -3.7707 eV, E_K = 2.2888 eV
E before dilation = 1.6678 eV
best scale = 0.8237, E there = 1.5967 eV
VANISHING CORE, E/(8 pi A t)
D=0, core 0.2, 0.05, 0.01 delta: 1.05283, 1.00653, 1.00042
with D, core 0.1 delta: 0.92364
D=0 TEXTURE AT FIXED N
N = 1601.1 nm2, radius = 15.227 nm
(dE/dN)/(K t) = 0.61095, E_K/(N K t) = 0.61090
DYNAMICS FROM THAT TEXTURE
time unit M_s/(2 gamma K) = 2.8011 ps, run = 112.0 ps
undamped D=0: largest relative change of N = 1.5e-12
precession: run 17.345 GHz, formula 17.355 GHz
damped D=0, loss of N: run 29.29 nm2/ps, formula 29.36 nm2/ps
damped D=0: radius halves within 41.5 ps
damped D>0: final radius = 7.431 nm
NEGLECTED EFFECTS
nonlocal stray-field energy = -4.18 meV
its scaling exponent = 1.008
radius with it, estimate = 7.360 nm
exchange shift, 0.25 nm lattice = -0.837 meV
kT at 300 K = 25.85 meV, gap/kT = 29.6
```
